The long-wave expansion of the dynamical matrix and the Christoffel equation

Q: A crystal with n atoms per cell has 3n vibrational branches, while the theory of sound has three waves and a 3×3 matrix. How can the large problem turn into the small one without putting in elasticity by hand?

A: By expanding the large problem in the wave vector q and asking at each order whether the equations can be solved. The condition that they can be solved is the small problem.

First the definitions. Atom κ of the cell at lattice vector R sits at x = R + τ_κ, where no atom feels a force. Its mass is M_κ, the cell volume is V, and the density is ρ = Σ_κ M_κ/V. Greek letters α, β, γ, δ, μ, ν are Cartesian, and repeated ones are summed. Let Φ(κα,κ'β;d) be the second derivative of the energy with respect to the displacement of an atom κ along α and of an atom κ', a vector d away, along β. In density functional perturbation theory this energy is the ground-state energy at fixed nuclei, and linear response supplies its second derivatives. Harmonic motion obeys

M_κ ü_κα(x) = −Σ_κ'd Φ(κα,κ'β;d) u_κ'β(x+d).

Insert u_κα(x,t) = u_κα exp(iq·x − iωt). The common phase cancels, leaving

M_κ ω² u_κα = Σ_κ' Φ(κα,κ'β;q) u_κ'β,
Φ(κα,κ'β;q) = Σ_d Φ(κα,κ'β;d) exp(iq·d).

Q: You used the atomic position x in the phase. Why not the lattice vector R?

A: Both are allowed; they differ by a phase factor exp(iq·τ_κ) in the amplitudes. With x, equal amplitudes on all sublattices describe a displacement field sampled at the true atomic positions. That is the natural starting point for a long wave, and the expansion then contains the true separations d.

Q: May you expand exp(iq·d) under an infinite sum?

A: To second order, yes, if Σ |Φ| d² converges. That is an assumption about the forces. In a polar insulator the macroscopic electric field of the wave violates it, because its contribution depends on the direction of q even as q→0. A non-polar insulator can violate it more weakly: where the displaced atoms carry quadrupoles, as site symmetry allows in the diamond structure, the force constants fall as d⁻⁵ and the sum grows logarithmically. The field part must be removed first and treated separately; what follows concerns the remainder, which describes the crystal at zero macroscopic field. In a real piezoelectric crystal the field adds a further term to the sound speeds that the short-range model below does not contain. With exp(iq·d) = 1 + iq·d − ½(q·d)² + …,

Φ(q) = Φ⁰ + i q_γ Φ¹_γ − ½ q_γq_δ Φ²_γδ + …,

where Φ⁰, Φ¹_γ and Φ²_γδ are the sums over d of Φ, Φ d_γ and Φ d_γd_δ. They are real matrices in the combined index κα.

Q: What do you know about these matrices before solving anything?

A: Three things.

Exchange. The order of differentiation is immaterial, so Φ(κα,κ'β;d) = Φ(κ'β,κα;−d). Hence Φ⁰ and Φ²_γδ are symmetric, while Φ¹_γ, with one factor of d, is antisymmetric.

Translation. Moving the whole crystal creates no force, so Σ_κ' Φ⁰(κα,κ'β) = 0.

Rotation. Define

Λ(κμ;βγ) = −Σ_κ' Φ¹_γ(κμ,κ'β).

Its meaning follows from a uniform displacement gradient η_βγ. Seen from an atom κ, a neighbour at d moves by η_βγ d_γ, and the force on κ is −Σ Φ(κμ,κ'β;d) η_βγ d_γ = Λ(κμ;βγ) η_βγ. If η is antisymmetric, this is a small rotation. It turns the old forces, and those were zero, so the new ones are zero too. Thus Λ gives zero with every antisymmetric η, which means

Λ(κμ;βγ) = Λ(κμ;γβ).

Q: The forces on single sublattices may be nonzero under a strain. Is their sum zero?

A: It is, and the expansion depends on it. Put T_μβγ = Σ_κ Λ(κμ;βγ). The sum now runs over both sublattice indices of Φ¹_γ, so T is antisymmetric in μβ. By the rotation result it is symmetric in βγ. Use the two properties in turn:

T_μβγ = −T_βμγ = −T_βγμ = T_γβμ = T_γμβ = −T_μγβ = −T_μβγ.

A number equal to its own negative is zero, so T = 0.

Q: Now the waves. What is small, and what is not?

A: The components of q are small. For the acoustic branches write

u_κ = u⁰_κ + i u¹_κ + u²_κ + …,

where the superscript counts powers of q. The factor i is for convenience, since the first-order part of Φ(q) carries one. The frequency vanishes at q = 0, so ω² starts at first order or later.

At order zero, Φ⁰u⁰ = 0. I assume that Φ⁰ is positive apart from the three uniform translations, meaning that the crystal is stable against zone-centre optical displacements. Then u⁰_κ = U, the same vector for every sublattice, and nothing yet fixes U.

Q: You have not shown that ω² begins at second order.

A: Let its first-order part be s. The first-order equation is

s M_κ U_μ = i(Φ⁰u¹)_κμ + i q_γ Σ_κ' Φ¹_γ(κμ,κ'β) U_β
= i(Φ⁰u¹)_κμ − i Λ(κμ;βγ) q_γU_β.

Sum over κ. The first term on the right vanishes by translation and the second because T = 0. So s Σ_κ M_κ U = 0, and s = 0. What remains is

(Φ⁰u¹)_κμ = Λ(κμ;βγ) q_γU_β.

Q: Φ⁰ has zero eigenvalues. You cannot simply invert it.

A: Not on the whole space. But the right side sums to zero over κ, so it is orthogonal to the translations, and on that complement Φ⁰ is positive. Let Γ be the inverse there, and zero on the translations. Then

u¹_κμ = Σ_κ' Γ(κμ,κ'ν) Λ(κ'ν;βγ) q_γU_β + W_μ,

with an arbitrary uniform vector W. In the wave the local displacement gradient is η_βγ = iq_γU_β. So i u¹ is the displacement by which the sublattices settle under the forces Λη, as they would in a uniform strain.

Q: They have masses. Why do they settle as if the strain were static?

A: The masses appear only multiplied by ω², which is of second order, so the first-order equation for u¹ contains no inertia at all. The lowest inertial term, M_κω²U, enters at second order: its sum over κ fixes U, and its uneven share among the sublattices is one of the sources of u², beside the terms in Φ¹_γ and Φ²_γδ, which in general drive u² even for equal masses. The term M_κω²u¹ is of third order. At finite q these terms make the frequency depend on how the mass is distributed, and I return to that with numbers.

Q: So U is still free after two orders. What fixes it?

A: The second order. The product of iq_γΦ¹_γ with iu¹ carries i² = −1:

ω² M_κ U_α = (Φ⁰u²)_κα − q_γ(Φ¹_γu¹)_κα − ½ q_γq_δ Σ_κ' Φ²_γδ(κα,κ'β) U_β.

Sum over κ. The unknown u² disappears, because the columns of Φ⁰ also sum to zero by symmetry. In the next term use the antisymmetry of Φ¹_γ:

Σ_κ Φ¹_γ(κα,κ'μ) = −Σ_κ Φ¹_γ(κ'μ,κα) = Λ(κ'μ;αγ).

Therefore

ω² Σ_κ M_κ U_α = −q_γ Σ_κ Λ(κμ;αγ) u¹_κμ − ½ q_γq_δ Σ_κκ' Φ²_γδ(κα,κ'β) U_β.

The uniform vector W drops out since T = 0. Insert u¹, naming its summed wave-vector index δ, and divide by V:

ρω² U_α = { [αβ,γδ] + (αγ,βδ) } q_γq_δ U_β,

[αβ,γδ] = −(1/2V) Σ_κκ'd Φ(κα,κ'β;d) d_γd_δ,

(αγ,βδ) = −(1/V) Σ_κκ' Λ(κμ;αγ) Γ(κμ,κ'ν) Λ(κ'ν;βδ).

This is the Christoffel equation in terms of square and round brackets. Its three eigenvalues at fixed direction, divided by ρq², are the squared sound speeds.

Q: Both brackets have a minus sign. Is one stiffening and the other softening?

A: The square bracket has to be the stiffening one, since a stable crystal needs a positive total and the round part cannot supply it. To see this, contract the round part with U. With f = Λ(·;αγ)U_αq_γ for real U, it gives −f·Γf/V. As Γ has no negative eigenvalue, this is zero or negative. The square part is the response with all sublattices following the same smooth field, and the round part is what they gain by relaxing.

The masses enter through ρ alone. In this limit, moving mass from one sublattice to another changes no sound speed.

Q: When is there nothing to gain?

A: When Λ = 0. With one atom per cell, Λ equals T and vanishes. It also vanishes if every atom is a centre of inversion, because Λ for an atom is then a third-rank tensor that must equal its own negative. In the opposite case, a zone-centre optical mode becomes soft: Γ grows as the inverse of its eigenvalue in Φ⁰. Its share of the round bracket is minus the square of its coupling to the strain, the projection of Λ on the mode, divided by that eigenvalue and by V. If this coupling stays finite as the eigenvalue falls, and the square brackets stay finite too, some acoustic modulus reaches zero before the optical eigenvalue does. If the coupling shrinks in proportion to the eigenvalue, the round bracket shrinks as well and no modulus need vanish. The assumption of a positive Φ⁰ is thus not a formality.

Q: I would have expected elastic constants here. Is [αβ,γδ] one?

A: Not by itself. Take a crystal without stress. In a slowly varying strain the stress is c_αγβδ ∂_δu_β to leading order, with c_αγβδ the elastic constants at relaxed sublattices. The force density is its derivative along γ. Strain gradients correct the stress at order q², hence the force at order q³. So momentum balance gives

ρω² U_α = c_αγβδ q_γq_δ U_β.

Both equations hold at order q² for every direction of q, so their q² terms must agree. Only the part symmetric in γδ can be compared, and [αβ,γδ] is already symmetric in it. Write b_αγβδ = c_αγβδ − (αγ,βδ). The round bracket is symmetric within each pair, by the rotation property of Λ, and under exchange of the pairs, since Γ is symmetric. So b has all the symmetries of c, and the comparison reads

[αβ,γδ] = ½(b_αγβδ + b_αδβγ).

Q: That gives brackets from constants. Can it be reversed?

A: Write it for three arrangements of the indices:

[αβ,γδ] = ½(b_αγβδ + b_αδβγ),
[βγ,αδ] = ½(b_βαγδ + b_βδγα),
[βδ,αγ] = ½(b_βαδγ + b_βγδα).

Add the first two and subtract the third. Since b_βαγδ = b_βαδγ and b_αδβγ = b_βγδα, four terms cancel in pairs. The other two are equal, so

c_αγβδ = [αβ,γδ] + [βγ,αδ] − [βδ,αγ] + (αγ,βδ).

What is b? In a uniform strain η, sublattice displacements w change the cell energy by ½w·Φ⁰w − w·Λη. The minimum is at w = ΓΛη, and the gain is ½(Λη)·Γ(Λη). Per volume, that is exactly the round-bracket term. So b is the elastic tensor with clamped sublattices.

Q: Where did you need the absence of stress?

A: In the identification with c, not in the wave equation. The comparison implies [αβ,γδ] = [γδ,αβ], and an anisotropic stress breaks this. A simple case shows how. Add to a stress-free crystal an energy t|v|² per cell for the bond between an atom and its own image a lattice vector v away. The pulls from v and −v cancel, so no atom feels a force. Deforming v gives the stress σ_γδ = 2t v_γv_δ/V. The second derivative for each of the two neighbours at ±v is −2t δ_αβ, so the square bracket gains

−(1/2V) · 2 · (−2t δ_αβ) v_γv_δ = δ_αβ σ_γδ.

The difference between the bracket and its exchanged partner becomes

[αβ,γδ] − [γδ,αβ] = δ_αβ σ_γδ − δ_γδ σ_αβ.

For a hydrostatic stress, σ_γδ proportional to δ_γδ, the two terms cancel. The symmetry then survives although the brackets have gained δ_αβ σ_γδ, so the symmetry alone does not show that a crystal is free of stress.

The numerical check tests the formula for the difference on a triclinic three-atom crystal, where the largest stress is 0.000337 Ha/bohr³. It also tests there that the wave equation still agrees with the dynamical matrix.

Q: I would like to see the brackets computed by hand once.

A: Take a zinc-blende model with cube edge a = 10 bohr and V = a³/4 = 250 bohr³. With s = a/4, the bonds from atom 1 to its four neighbours of type 2 are

v₁ = s(1,1,1), v₂ = s(1,−1,−1), v₃ = s(−1,1,−1), v₄ = s(−1,−1,1),

of length r₀ = s√3. The energy is

E = Σ_bonds (K_s/8r₀²)(|v|² − r₀²)² + Σ_angles (K_b/2r₀²)(v_i·v_j + r₀²/3)².

The first term is ½K_s(δr)² for a small change of length δr. Scalar products do not change under rotation, and every squared quantity vanishes in the reference structure, so there are neither forces nor stress. Choose K_s = 0.12 and K_b = 0.0075 Ha/bohr². Two combinations suffice:

A = K_s/(3a) = 0.004 Ha/bohr³, B = 4K_b/(3a) = 0.001 Ha/bohr³.

In these terms the prefactors of the squares are K_s/8r₀² = A/2s and K_b/2r₀² = B/2s.

Q: Begin with stretching along the axes.

A: Let e₁ and e₂ be strains along x and y, with sublattices clamped. Every bond has |v|² changed by 2s²(e₁+e₂), so the four bonds give 8As³(e₁+e₂)².

For an angle, v_i·v_j changes by 2s²(p e₁ + p'e₂), where p and p' are the products of the signs of the x and y components. Of the three sign products of a pair, one is +1 and two are −1, and each choice occurs for two of the six pairs. Thus Σp² = Σp'² = 6 and Σpp' = −2. Atom 2 sees the same products, so both atoms together give

2 · (B/2s) · 4s⁴(6e₁² + 6e₂² − 4e₁e₂) = 4Bs³(6e₁² + 6e₂² − 4e₁e₂).

Equate the sum to V[½b₁₁(e₁²+e₂²) + b₁₂e₁e₂] with V = 16s³:

b₁₁ = A + 3B = 0.007, b₁₂ = A − B = 0.003 Ha/bohr³.

Q: And the shear, where the sublattices should move?

A: Take e_yz = e_zy = g/2 and let sublattice 2 move by w along x relative to sublattice 1. Each |v|² changes by ±2s(w + sg), with the sign of v_x. For the pairs (1,2) and (3,4), v_i·v_j changes by ±2s(w − sg); for the other four pairs both contributions cancel. Hence

E = 8s[A(w + sg)² + B(w − sg)²]
= 8s(A+B)w² + 16s²(A−B)wg + 8s³(A+B)g².

Stretching wants w = −sg, bending wants w = +sg. Read off the three terms:

clamped constant: b₄₄ = A + B = 0.005 Ha/bohr³,
force per unit shear: Λ(2x;yz) = −a²(A−B) = −0.3 Ha/bohr,
spring constant for w: 4a(A+B) = 0.2 Ha/bohr².

The relaxed shift is w/g = −0.3/0.2 = −1.5 bohr. The energy gain ½(0.3)²g²/0.2, set equal to −½V(yz,yz)g², gives

(yz,yz) = −0.09/(250 × 0.2) = −0.0018 Ha/bohr³.

In general (yz,yz) = −(A−B)²/(A+B). So

c₄₄ = A + B − (A−B)²/(A+B) = 4AB/(A+B) = 0.0032 Ha/bohr³, or 94.1 GPa.

For A = B the two wishes balance and the round bracket vanishes. For B→0 relaxation removes the whole shear stiffness, because the bonds can then keep their lengths to first order.

Under normal strains the forces on w cancel by symmetry, so c₁₁ = b₁₁ and c₁₂ = b₁₂. The relation between brackets and b gives [xx,xx] = b₁₁ = 0.007, [xx,yy] = b₄₄ = 0.005 and [xy,xy] = ½(b₁₂+b₄₄) = 0.004 Ha/bohr³.

Q: How much does the round bracket matter for the sound speeds?

A: Let the masses be 30 and 60 u, so that ρ = 656.24 electron masses per bohr³. For q along [100] the matrix is diagonal. The longitudinal modulus ρω²/q² is [xx,xx] = 0.007 Ha/bohr³, giving 7.145 km/s. The transverse one is [yy,xx] + (yx,yx) = 0.005 − 0.0018 = 0.0032, giving 4.831 km/s. Without the round bracket it would be 6.039 km/s, which is 25% too high.

Along [110], q_x² = q_y² = q_xq_y = q²/2, and the xy block has

diagonal: ½(0.007 + 0.005 − 0.0018) = 0.0051,
off-diagonal: ½(2 × 0.004 − 0.0018) = 0.0031.

Its eigenvalues are 0.0082 for U along (1,1,0) and 0.0020 for U along (1,−1,0). The speeds are 7.733 and 3.819 km/s. Dropping the round bracket raises the first to 8.540 km/s and leaves the second unchanged: that wave has opposite strains along x and y and no xy shear, so it exerts no force on w.

Q: These are limits. How far from q = 0 may I trust them?

A: For the [100] transverse wave the full dynamical matrix gives ρω²/q² below c₄₄ by 1.20% at q = 0.1 bohr⁻¹, by 0.30% at 0.05 and by 0.075% at 0.025. Each halving of q divides the deviation by about four, so the relative correction is of order q². A force term of order q³ could in general split two degenerate transverse waves linearly in q, but not here. The mirror y↔z leaves the crystal and q unchanged and separates the polarizations (0,1,1) and (0,1,−1). Within each mirror class the transverse acoustic branch has a sound speed of its own, so ω²/q² is a power series in q. Since Φ(−q) is the complex conjugate of Φ(q), the frequencies at q and −q are equal, and the series contains only even powers.

With the same total mass shared equally, the deviation at q = 0.1 bohr⁻¹ is 1.09% instead of 1.20%. The distribution of mass is therefore visible at finite q, while the limit is the same. These percentages belong to this branch of this model; other branches and directions deviate by different amounts and with either sign.

Calculated quantities

```
TRICLINIC TEST CRYSTAL
Christoffel moduli: 0.006918 0.012766 0.029695 Ha/bohr^3
dynamical matrix, q->0: 0.006918 0.012766 0.029695 Ha/bohr^3
square brackets only: 0.007265 0.013029 0.030488 Ha/bohr^3
error ratio of moduli, q halved: 4.000
error ratio of inner shifts, q halved: 4.000
elastic constants, largest relative mismatch: 1e-08
stressed crystal, largest stress: 0.000337 Ha/bohr^3
largest bracket asymmetry under stress: 0.000337 Ha/bohr^3
ZINC-BLENDE MODEL
cube edge a: 10.0 bohr
K_s, K_b: 0.1200 0.0075 Ha/bohr^2
masses: 30.0 60.0 u
cell volume: 250.0 bohr^3
density: 656.240 m_e/bohr^3
A, B: 0.004000 0.001000 Ha/bohr^3
[xx,xx]: 0.007000 Ha/bohr^3
[xx,yy]: 0.005000 Ha/bohr^3
[xy,xy]: 0.004000 Ha/bohr^3
zone-centre constant Phi0_1x,1x: 0.200000 Ha/bohr^2
Lambda_2x,yz: -0.300000 Ha/bohr
inner shift (2 minus 1) per unit yz shear: -1.5000 bohr
(yz,yz): -0.001800 Ha/bohr^3
c11 c12 c44: 0.007000 0.003000 0.003200 Ha/bohr^3
c11 c12 c44: 205.9 88.3 94.1 GPa
c44 with clamped sublattices: 0.005000 Ha/bohr^3
[100] moduli: 0.003200 0.003200 0.007000 Ha/bohr^3
[100] speeds, both brackets: 4.831 4.831 7.145 km/s
[100] speeds, dynamical matrix: 4.831 4.831 7.145 km/s
[100] speeds, square only: 6.039 6.039 7.145 km/s
[110] moduli: 0.002000 0.003200 0.008200 Ha/bohr^3
[110] speeds, both brackets: 3.819 4.831 7.733 km/s
[110] speeds, dynamical matrix: 3.819 4.831 7.733 km/s
[110] speeds, square only: 3.819 6.039 8.540 km/s
[111] moduli: 0.002400 0.002400 0.008600 Ha/bohr^3
[111] speeds, both brackets: 4.184 4.184 7.920 km/s
[111] speeds, dynamical matrix: 4.184 4.184 7.920 km/s
[111] speeds, square only: 4.678 4.678 8.957 km/s
[100] transverse: deviation of rho w^2/q^2 from c44
q = 0.1 1/bohr, masses 1:2 and 1:1: -1.1983 -1.0877 %
q = 0.05 1/bohr, masses 1:2 and 1:1: -0.2989 -0.2711 %
q = 0.025 1/bohr, masses 1:2 and 1:1: -0.0747 -0.0677 %
```
